# Magnetoresistance of a Corbino ring and of a long Hall bar

Q: A magnetic force is perpendicular to the velocity and does no work. With one kind of carrier, I don't see how a magnetic field could change a resistance at all.

A: Let us first see what the field does to the local relation between current and electric field. Take carriers of charge $q$, isotropic mass $m$ and density $n$, with one relaxation time $\tau$ that does not depend on speed. In steady state the forces on the mean velocity balance:

$$q(\mathbf E+\mathbf v\times\mathbf B)-\frac{m\mathbf v}{\tau}=0 .$$

With the signed mobility $\mu=q\tau/m$, negative for electrons, this reads $\mathbf v=\mu(\mathbf E+\mathbf v\times\mathbf B)$. Multiply by $nq$ and write $\sigma_0=nq\mu=1/\rho_0$:

$$\mathbf J=\sigma_0\mathbf E+\mu\,\mathbf J\times\mathbf B,\qquad \mathbf E=\rho_0(\mathbf J-\mu\,\mathbf J\times\mathbf B).$$

Your remark is contained here. Since $\mathbf J\times\mathbf B$ is perpendicular to $\mathbf J$, the heat produced per unit volume is $\mathbf E\cdot\mathbf J=\rho_0J^2$, whatever the field. So for a given local current density the field adds no heat. It can still change the resistance of a body by changing how much current density must flow inside it.

Q: You put in a friction force by hand. Real carriers fly freely and then collide.

A: The averages agree. Let collisions occur at random at rate $1/\tau$ and leave a carrier with zero mean velocity. The time $t$ since a carrier's last collision then has the distribution $e^{-t/\tau}/\tau$. Average the free-flight equation $d\mathbf v/dt=(q/m)(\mathbf E+\mathbf v\times\mathbf B)$ over it, integrating the left side by parts:

$$\int_0^\infty\frac{e^{-t/\tau}}{\tau}\frac{d\mathbf v}{dt}\,dt=-\frac{\langle\mathbf v(0)\rangle}{\tau}+\frac{\langle\mathbf v\rangle}{\tau}=\frac{\langle\mathbf v\rangle}{\tau}.$$

The right side becomes $(q/m)(\mathbf E+\langle\mathbf v\rangle\times\mathbf B)$, which is the force balance again.

Q: Then write it in components. I want to see where a factor could come from.

A: Put $\mathbf B$ along $z$, normal to a film of thickness $d$, and let $b=\mu B$. Then $\mathbf J\times\mathbf B=(J_yB,\,-J_xB)$, and

$$E_x=\rho_0(J_x-bJ_y),\qquad E_y=\rho_0(J_y+bJ_x).$$

To invert, write $J_x=\sigma_0E_x+bJ_y$ and $J_y=\sigma_0E_y-bJ_x$. Insert the second in the first: $J_x=\sigma_0E_x+b\sigma_0E_y-b^2J_x$. Treating $J_y$ likewise gives

$$J_x=\frac{\sigma_0(E_x+bE_y)}{1+b^2},\qquad J_y=\frac{\sigma_0(E_y-bE_x)}{1+b^2}.$$

The diagonal resistivity is $\rho_0$ at every field, while the diagonal conductivity is $\sigma_{xx}=\sigma_0/(1+b^2)$. Which of them a measurement sees depends on whether the sample fixes the direction of $\mathbf J$ or that of $\mathbf E$.

Q: What does a ring fix?

A: The direction of $\mathbf E$. In a Corbino ring one contact covers the inner edge, radius $r_1$, and the other the outer edge, radius $r_2$. Let the contacts be equipotentials without resistance of their own, and the fields static. The potential returns to its value after one turn, so $\oint\mathbf E\cdot d\mathbf l=0$. By rotational symmetry this integral is $2\pi rE_\phi$, hence $E_\phi=0$. The component formulas hold equally for the axes $(r,\phi)$, so

$$J_r=\frac{\sigma_0E_r}{1+b^2},\qquad J_\phi=-bJ_r .$$

The total current $I=2\pi rd\,J_r$ is the same through every circle. Therefore

$$V=\int_{r_1}^{r_2}E_r\,dr=\frac{\rho_0(1+b^2)I}{2\pi d}\int_{r_1}^{r_2}\frac{dr}{r},\qquad R=\frac{\rho_0}{2\pi d}\ln\frac{r_2}{r_1}\,(1+b^2).$$

The ratio to the zero-field resistance is $R(B)/R(0)=1+(\mu B)^2$. It is even in $B$ and does not depend on the carrier's sign.

Q: You said that the field adds no heat for a given current density. Where does the extra heat come from?

A: From the circulating current. At fixed $I$ the radial part $J_r$ is fixed, but $J^2=J_r^2+J_\phi^2=(1+b^2)J_r^2$. The power is

$$\int_{r_1}^{r_2}\rho_0(1+b^2)\left(\frac{I}{2\pi rd}\right)^2 2\pi rd\,dr=I^2R,$$

with the same $R$ as before.

The current lines give a second picture. Along a line $r\,d\phi/dr=J_\phi/J_r=-b$, so $\phi=-b\ln(r/r_1)$, a logarithmic spiral. Its length is $\sqrt{1+b^2}\,(r_2-r_1)$. Two neighbouring lines a distance $r\,\delta\phi$ apart along the circle are only $r\,\delta\phi/\sqrt{1+b^2}$ apart measured across the flow. Each tube of current is longer by $\sqrt{1+b^2}$ and narrower by the same factor, and its resistance grows by the product. Counting the length alone would give only the square root.

Q: Is this an accident of circular symmetry?

A: No. Let the two contacts cover two closed edges of any shape, with no other edge. With $\mathbf E=-\nabla\varphi$ and uniform material, the off-diagonal terms cancel in $\nabla\cdot\mathbf J=0$, which leaves $\nabla^2\varphi=0$. The boundary values do not involve $B$, so neither does $\varphi$. At a contact $\mathbf E$ has no tangential part, and the current density entering it is $\sigma_{xx}$ times the normal field. The total current therefore falls by $1+b^2$ at fixed voltage. A finite-element solution for a ring with its inner contact off centre gives the ratio 5.0000 at $|b|=2$, as it should.

Q: Now the bar. The conductivity $\sigma_{xx}$ has dropped there by the same factor. Why doesn't the resistance rise?

A: Because a second electric field appears. Let the bar have length $L$ along $x$ and width $W$ along $y$. Its sides are insulating, so $J_y=0$ there, and far from the ends the flow is uniform with $J_y=0$ throughout. Carriers pushed sideways have charged the edges until the electric force cancels the magnetic one. Setting $J_y=0$ in the resistivity relations gives

$$E_x=\rho_0J_x,\qquad E_y=\rho_0bJ_x=bE_x .$$

Inserting this Hall field in the conductivity form answers your question:

$$J_x=\frac{\sigma_0(E_x+b\cdot bE_x)}{1+b^2}=\sigma_0E_x .$$

The Hall field drives an additional current along $x$ that makes up for the drop in $\sigma_{xx}$. Side probes away from the ends read a resistance per length $\rho_0/(Wd)$ at every $B$ in this model. In the ring no edge lies across the circulating current, so no such charge collects.

Q: I would measure the bar through its end contacts. A metal contact shorts your Hall field.

A: It does, and the bar then shows a magnetoresistance, which fades only as $L/W$ grows. The end region can be solved in closed form. From the resistivity relations,

$$\partial_xE_y-\partial_yE_x=\rho_0\left[\partial_xJ_y-\partial_yJ_x+b(\partial_xJ_x+\partial_yJ_y)\right].$$

The left side is zero for a static field, and the last bracket is zero by charge conservation. Thus $\mathbf J$ has neither curl nor divergence in the plane. These are the Cauchy–Riemann conditions for

$$F(z)=J_x-iJ_y,\qquad z=x+iy,$$

to be an analytic function. Take $b>0$; a mirror reflection covers $b<0$. Place a contact at $x=0$ and walls at $y=0$ and $y=W$, with the bar extending to large $x$. On the walls $F$ must be real. On the contact $E_y=0$, so $J_y=-bJ_x$ and $F$ has the phase $\arctan b$. Far away $F=J_0$. All this is met by

$$F=J_0\tanh^{\alpha}\!\left(\frac{\pi z}{2W}\right),\qquad \alpha=\frac{2}{\pi}\arctan b .$$

On $y=0$ the hyperbolic tangent is real and positive. On $y=W$ it turns into $\coth(\pi x/2W)$, also real and positive. On the contact it equals $i\tan(\pi y/2W)$, whose power $\alpha$ has the phase $\alpha\pi/2=\arctan b$. Solutions with stronger corner singularities would dissipate infinite power and are excluded.

The current enters crowded into the corner at $y=W$ and avoids the one at $y=0$. The disturbance dies away as $e^{-\pi x/W}$, since $\tanh^\alpha u\approx1-2\alpha e^{-2u}$ for large $u$.

Q: And what does this add to the resistance?

A: Follow the wall $y=0$ from one contact to the other. There $J_y=0$, so $E_x=\rho_0J_x$. Near the first contact $J_x=J_0\tanh^\alpha$. A half turn of the bar maps one end onto the other and swaps the walls, so near the second contact $J_x=J_0\coth^\alpha$. If the end regions do not overlap, then with $u=\pi x/2W$ and $x$ counted from each end,

$$V=\rho_0J_0\left[L+\frac{2W}{\pi}\int_0^\infty(\tanh^\alpha u+\coth^\alpha u-2)\,du\right].$$

Since $I=J_0Wd$ and $R(0)=\rho_0L/(Wd)$, this means $R(B)/R(0)=1+cW/L$, where $c$ is $2/\pi$ times the integral. Substitute $s=\tanh u$, $du=ds/(1-s^2)$, and expand $1/(1-s^2)=1+s^2+s^4+\dots$. Integrating term by term, with $N$ running over the odd numbers,

$$c=\frac2\pi\sum_{N=1,3,5,\dots}\left(\frac1{N+\alpha}+\frac1{N-\alpha}-\frac2N\right)=\frac{4\alpha^2}{\pi}\sum_{N=1,3,5,\dots}\frac{1}{N(N^2-\alpha^2)} .$$

Every term is positive, so the ends always raise the resistance here. In a weak field $\alpha\approx2b/\pi$ and the sum tends to $\sum1/N^3=\tfrac78\zeta(3)$, with $\zeta$ the Riemann zeta function. Then $c\approx14\zeta(3)b^2/\pi^3=0.543\,b^2$.

In a strong field $\alpha\to1$ with $1-\alpha\approx2/(\pi b)$. The term $N=1$ dominates, $1/(1-\alpha^2)\approx\pi b/4$, and $c\approx|b|$. The added resistance is then $\rho_0|b|/d$, the size of the Hall resistance. So "long" is a condition that tightens with the field: $L/W$ must be large compared with $c$, which at high field means large compared with $|\mu B|$.

Q: If the ends matter that much, a very short bar ought to behave like your ring.

A: It does, and an exact relation shows it. Write $\mathcal R$ for a quarter turn in the plane, $\mathcal R\mathbf J=\hat{\mathbf z}\times\mathbf J$, so that $\mathcal R^2=-1$ and $\mathbf E=\rho_0(1+b\mathcal R)\mathbf J$. From one solution build another, with constants $a$ and $e$:

$$\mathbf J'=a\,\mathcal R\mathbf E,\qquad \mathbf E'=e\,\mathcal R\mathbf J .$$

The quarter turn exchanges curl and divergence, so $\mathbf J'$ is conserved and $\mathbf E'$ is curl-free. It also exchanges contacts with insulating edges. Inserting the material law gives $\mathbf J'=(a\rho_0/e)(1+b\mathcal R)\mathbf E'$. Multiply by $\rho_0(1-b\mathcal R)$ and use $(1-b\mathcal R)(1+b\mathcal R)=1+b^2$:

$$\rho_0(1-b\mathcal R)\mathbf J'=\frac{a\rho_0^2(1+b^2)}{e}\,\mathbf E'.$$

With $e=a\rho_0^2(1+b^2)$ this is the same material in the reversed field. In magnitude the new voltage is $V'=eI/d$ and the new current is $I'=adV$, so $R'=V'/I'=(e/ad^2)/R$. Reflecting a rectangle reverses $B$ without changing its resistance, and therefore

$$R(L/W)\,R(W/L)=\left(\frac{\rho_0}{d}\right)^2(1+b^2).$$

For a square both factors are equal, and the ratio to zero field is $\sqrt{1+b^2}$. For a short bar the partner is long and obeys the end formula, so

$$\frac{R(B)}{R(0)}\approx\frac{1+b^2}{1+cL/W}\qquad(L\ll W),$$

which tends to the ring value as $L/W\to0$. The contacts then short the Hall field nearly everywhere.

Q: That still doesn't prove that circulation is the cause in the ring.

A: Then obstruct it. Cut the ring along one radius. At zero field nothing changes, because the radial current never crosses the cut. The map $\ln z$ preserves angles, and with them both the potential problem and the boundary conditions. It turns the slit ring into a bar of length $\ln(r_2/r_1)$ and width $2\pi$. For $r_2/r_1=3$ this gives $L/W=0.175$. At $|b|=2$, where $c=1.291$, the short-bar formula predicts $5/(1+1.291\times0.175)=4.08$. A finite-element solution for the slit ring also gives 4.08, against 5.00 for the closed ring. One cut, with no effect at zero field, removes part of the magnetoresistance.

Q: Give me sizes for something one might build.

A: Take the regime of an n-type InSb magnetoresistor film near room temperature, with rough typical values: density $10^{17}$ cm$^{-3}$, mobility $4\times10^4$ cm²/Vs and thickness 5 µm. The sheet resistance is

$$\frac{\rho_0}{d}=\frac{1}{10^{23}\times1.602\times10^{-19}\times4\times5\times10^{-6}}\ \Omega=3.12\ \Omega .$$

A ring with radii of 100 and 300 µm has $R(0)=3.12\times\ln3/2\pi=0.546\ \Omega$. A bar 2 mm long and 0.2 mm wide has $R(0)=3.12\times10=31.2\ \Omega$.

At 0.5 T, $|\mu B|=4\times0.5=2$. The ring rises fivefold to 2.73 Ω, and its current lines are 447 µm long instead of 200 µm, turning through 126°. The bar read through its end contacts rises by the factor $1+1.291/10=1.129$, to 35.2 Ω. In a finite-element solution of this bar, side probes about a quarter of the length from each end give the ratio 1.0000, with a Hall field twice the longitudinal one. At 0.1 T, where $|\mu B|=0.4$, the ring gains 16 % and the bar with end contacts 0.8 %. The numerical output below lists these cases.

Q: InSb at room temperature hardly has one mobility. What survives?

A: The strong rise in the ring survives, though not the exact factor $1+(\mu B)^2$. The constant resistance of the long bar does not survive. Let groups of carriers have zero-field conductivities $\sigma_i$ and signed $b_i=\mu_iB$. Their conductivities add, and $S=\sum_i\sigma_i/(1-ib_i)$ has real part $\sigma_{xx}$ and imaginary part $\sigma_{xy}$. The bar's resistivity is $\rho_{xx}=\mathrm{Re}\,S/|S|^2$. The Cauchy–Schwarz inequality gives

$$|S|^2\le\Big(\sum_i\sigma_i\Big)\sum_i\frac{\sigma_i}{1+b_i^2}=\sigma_0\,\mathrm{Re}\,S,$$

so $\rho_{xx}\ge1/\sigma_0$, with equality for $B\neq0$ only if all the $b_i$ are equal. The missing magnetoresistance of a long bar thus belongs to a single signed mobility.

In the example the Fermi level lies 21 meV above the band edge (25 meV if the band-edge mass is 0.013 instead of 0.014 electron masses) while $kT$ is 26 meV, so carriers of quite different energies take part. The band is also nonparabolic: the mass grows with energy. Three trial scattering laws, with density and zero-field mobility held fixed, give at 0.5 T:

| Relaxation time | Ring ratio | Bar ratio, side probes |
|---|---|---|
| $\tau\propto k^{-1}$ | 4.98 | 1.27 |
| $\tau\propto k$ | 5.00 | 1.01 |
| $\tau\propto k^{3}$ | 5.26 | 1.37 |

That the ring ratios stay near 5 is partly due to the chosen field. For carriers of one sign the ring ratio is $\langle b\rangle/\langle b/(1+b^2)\rangle$, averaged over the carriers, and the curvature of $b/(1+b^2)$ vanishes at $|b|=\sqrt3$, close to the 2 used here. In a weak field the ring's gain is $\langle b^3\rangle/\langle b\rangle$, which any spread raises above $\langle b\rangle^2$. The difference can be large: at 0.1 T the first and third laws give gains of about 33 % and 39 %, where a single mobility gives 16 %.

The middle law does little to the bar because the growing mass offsets the growing $\tau$. With $E$ the energy above the band edge, $E_g$ the gap and $x=E/E_g$, the mobility there varies as $\sqrt{x(1+x)}/(1+2x)=\tfrac12\sqrt{1-(1+2x)^{-2}}$, which levels off at high energy. I do not claim that any one of these laws describes a real film, where several scattering processes act together. They show that a side-probe magnetoresistance of tens of per cent would not contradict the derivation, since a spread of mobilities is enough to produce it.

Q: And the rest of reality: holes, heat, contacts, quantum effects?

A: For the ring at 0.5 T, warming by 50 K matters more than holes, contacts or the spread of mobilities estimated above. If the mobility falls as $T^{-3/2}$, an assumed law, it is about $3.2\times10^4$ cm²/Vs at 350 K, and the ratio at 0.5 T drops from 5.0 to 3.5. Thermally excited holes, with a rough mobility of 800 cm²/Vs, lower the ring ratio by 0.3 % at 300 K and by 1.4 % at 350 K. They give the bar side-probe rises of 0.3 % and 1.5 %. The 350 K figures keep the hole mobility fixed; if it falls as $T^{-1.8}$, both are about 1.1 %.

An assumed contact resistivity of $10^{-7}$ Ω cm² over the ring's inner and outer faces adds 4.2 mΩ. If that does not vary with field, the measured ratio is 4.97.

The Landau-level spacing is 4.1 meV at the band-edge mass, well below $kT$, and the usual thermal factor for quantum oscillations is then below $10^{-50}$. A heavier mass makes it smaller still, so no Shubnikov–de Haas oscillations are to be expected. Magnetophonon resonances, where a multiple of the Landau spacing matches the optical phonon energy of roughly 24 meV, are not subject to this factor. Near 0.5 T only high harmonics occur, about the sixth or seventh, and they lie outside the present model. The formula for a degenerate gas gives a mean free path of 0.38 µm. The carriers here are only partly degenerate. Weighted by the current they carry, their mean path is about 0.55, 0.63 and 1.5 µm for the three trial laws. That is still tiny beside the ring's width, so the local law is sound in the plane of the film. It is not tiny beside the film thickness of 5 µm, so surface scattering may lower the effective mobility noticeably.

Film quality can matter more than any of these. A film with half the assumed mobility has $|\mu B|=1$ at 0.5 T, and its ring ratio is 2 instead of 5. The ring's resistance of about half an ohm is also awkward to read with two leads. Long semiconductor strips crossed by many metal bars are a practical alternative: each segment is short and wide, so its Hall field is largely shorted, while the segments add in series. By the short-bar formula, this needs segments with $cL/W\ll1$ at the working field.

## Table of computed values

```
TESTS IN SCALED UNITS, mu*B = 2
ring ratio, field solution: 5.0000
off-centre ring ratio: 5.0000
slit ring ratio, solution and formula: 4.081 4.079
square plate ratio, solution and root: 2.236 2.236
bar L/W=10, end contacts, solution: 1.1291
bar L/W=10, side probes, solution: 1.0000
bar mid-length, Hall field / E_x: 2.000
end coefficient c: 1.2913
weak-field c/(mu B)^2: 0.5428
EXAMPLE INPUTS
electron density: 1.0e+17 cm^-3
mobility: 40000 cm^2/Vs
film thickness: 5.0 um
ring radii: 100 and 300 um
bar length and width: 2.0 and 0.2 mm
EXAMPLE RESULTS
sheet resistance at B=0: 3.121 ohm
ring resistance at B=0: 0.5457 ohm
bar resistance at B=0: 31.21 ohm
B=0.10 T: mu*B=0.40, ring ratio=1.160, ring R=0.6330 ohm
  bar through end contacts: ratio=1.0083, R=31.47 ohm
B=0.25 T: mu*B=1.00, ring ratio=2.000, ring R=1.0913 ohm
  bar through end contacts: ratio=1.0441, R=32.58 ohm
B=0.50 T: mu*B=2.00, ring ratio=5.000, ring R=2.7283 ohm
  bar through end contacts: ratio=1.1291, R=35.24 ohm
current line at 0.5 T: 447 um long, turns 126 deg
NEGLECTED EFFECTS AT 0.5 T (ring ratio, side-probe bar ratio)
tau ~ (k^2)^-0.5, nonparabolic: 4.980, 1.2723
tau ~ (k^2)^+0.5, nonparabolic: 4.997, 1.0096
tau ~ (k^2)^+1.5, nonparabolic: 5.256, 1.3709
assumed gaps, 300 K and 350 K: 0.170 and 0.155 eV
masses, electron and hole: 0.014 and 0.43 m_e
hole mobility: 800 cm^2/Vs
Fermi level above band edge, 300 K: 21.0 meV
hole density, 300 K and 350 K: 4.37e+15 and 2.84e+16 cm^-3
with holes, 300 K: 4.9834, 1.00347
electron mobility at 350 K if ~T^-1.5: 31742 cm^2/Vs
one carrier at 350 K, ring ratio: 3.519
with holes, 350 K: 3.4705, 1.01460
assumed contact resistivity: 1.0e-07 ohm cm^2
ring contact resistance: 4.24 mohm
ring ratio with contacts: 4.969
Landau spacing and kT: 4.13 and 25.85 meV
thermal factor of quantum oscillations: 6.2e-52
mean free path: 0.378 um, 7.6 % of thickness
```
